# Field in a thin layer beneath polarized hafnia without interface charge: test program

```python
# Result under test: the field in a thin dielectric layer below a ferroelectric,
#   E_i = (eps_f V + P d_f/eps0) / (eps_f d_i + eps_i d_f),
# for zero free charge at their interface. V: top minus bottom voltage;
# P: switchable polarization, positive downward (towards the layer);
# eps_f, d_f: permittivity and thickness of hafnia; eps_i, d_i: same for the layer.
# Internal units: V, nm, V/nm, eV, C/m2. Downward fields are positive.
# Also sized: breakdown, incomplete switching, electrode screening, tunnelling.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded

EPS0, Q, HBAR, M0 = const.epsilon_0, const.e, const.hbar, const.m_e
KB_EV = const.k / Q
eps_f, eps_i, d_f, d_i = 30.0, 10.0, 9.0, 1.0
V, P = 3.0, 0.2
# Rough typical values for titanium nitride, hafnia and an alumina-like layer
E_C, E_BD = 0.1, 1.0                 # coercive and breakdown fields, V/nm
PHI_LAYER, PHI_HAFNIA = 3.0, 2.0     # electron barriers from the metal, eV
MASS, SCREEN, METAL_DEPTH = 0.4, 0.05, 5.0
T_ROOM, T_HOT = 300.0, 358.0
DEN = eps_f * d_i + eps_i * d_f      # nm


def scaled(charge):
    """Charge per area divided by eps0, in V/nm."""
    return charge / EPS0 * 1e-9


def layer_field(volt, pol, sheet=0.0):
    return (eps_f * volt + scaled(pol + sheet) * d_f) / DEN


def hafnia_field(volt, pol):
    return (eps_i * volt - scaled(pol) * d_i) / DEN


def poisson(volt, pol, sheet=0.0, screen=0.0, h=0.05):
    """Finite-volume potential; returns mean hafnia and layer fields.
    With screen > 0, Thomas-Fermi metals are included on both sides."""
    metal = 12 * screen
    n = int(round((2 * metal + d_f + d_i) / h))
    top = int(round(metal / h))
    mid = top + int(round(d_f / h))
    bottom = mid + int(round(d_i / h))
    eps = np.ones(n)
    eps[top:mid], eps[mid:bottom] = eps_f, eps_i
    pol_face = np.zeros(n)
    pol_face[top:mid] = scaled(pol)
    is_metal = np.ones(n)
    is_metal[top:bottom] = 0.0
    weight = 0.5 * (is_metal[:-1] + is_metal[1:])
    reaction = weight * h / screen**2 if screen else np.zeros(n - 1)
    metal_level = np.where(np.arange(1, n) <= top, volt, 0.0)
    rhs = pol_face[:-1] - pol_face[1:] + reaction * metal_level
    rhs[mid - 1] += scaled(sheet)
    rhs[0] += eps[0] / h * volt
    band = np.zeros((3, n - 1))
    band[0, 1:] = -eps[1:-1] / h
    band[1] = (eps[:-1] + eps[1:]) / h + reaction
    band[2, :-1] = -eps[1:-1] / h
    phi = np.concatenate(([volt], solve_banded((1, 1), band, rhs), [0.0]))
    return (phi[top] - phi[mid]) / d_f, (phi[mid] - phi[bottom]) / d_i


# Fields: closed formulas against the Poisson solution
for volt, pol in [(V, P), (V, -P), (0.0, P), (V, 0.0)]:
    numeric_f, numeric_i = poisson(volt, pol)
    assert abs(numeric_f - hafnia_field(volt, pol)) < 1e-8
    assert abs(numeric_i - layer_field(volt, pol)) < 1e-8
Ei, Ef = layer_field(V, P), hafnia_field(V, P)

# Interface charge that brings the layer to its rough breakdown field
charge_per_field = EPS0 * DEN / d_f * 1e9       # C/m2 per V/nm
sheet_bd = (E_BD - Ei) * charge_per_field
assert abs(poisson(V, P, sheet_bd)[1] - E_BD) < 1e-8

# Square-loop switching: formula against stepwise relaxation
p_stall = EPS0 * 1e9 * (eps_i * V - E_C * DEN) / d_i
p_left = EPS0 * 1e9 * E_C * DEN / d_i
v_full = (E_C * DEN + scaled(P) * d_i) / eps_i
step = 0.001
pol = -P
while pol < P and poisson(V, pol)[0] > E_C:
    pol += step
assert abs(pol - p_stall) <= 1.01 * step
while pol > -P and poisson(0.0, pol)[0] < -E_C:
    pol -= step
assert abs(pol - p_left) <= 1.01 * step
assert abs(poisson(v_full, P)[0] - E_C) < 1e-8
assert Ef > -E_C                      # the full state is held once reached

# Screening in both electrodes, against resolved Thomas-Fermi metals
Ei_screen = (eps_f * V + scaled(P) * d_f) / (DEN + 2 * SCREEN * eps_i * eps_f)
assert abs(poisson(V, P, screen=SCREEN, h=0.0025)[1] / Ei_screen - 1) < 2e-3

# Tunnelling from the bottom metal into the hafnia conduction band
KAPPA = np.sqrt(2 * M0 * Q) / HBAR * 1e-9       # 1/(nm sqrt(eV))


def wkb(energy, field):
    """Transmission; energy is measured from the metal Fermi level."""
    start = np.maximum(PHI_LAYER - energy, 0.0)
    end = np.maximum(PHI_LAYER - energy - field * d_i, 0.0)
    action = 2 / 3 * (start**1.5 - end**1.5) / field
    return np.exp(-2 * KAPPA * np.sqrt(MASS) * action)


def current(field, temp):
    """Current density in A/m2, with empty final states."""
    kt = KB_EV * temp
    energy = np.linspace(PHI_HAFNIA - field * d_i, 1.0, 4001)
    supply = kt * np.logaddexp(0.0, -energy / kt)
    factor = Q**3 * M0 / (2 * np.pi**2 * HBAR**3)
    return factor * trapezoid(wkb(energy, field) * supply, energy)


def current_k_space(field, temp):
    """The same current from an explicit sum over electron wave vectors."""
    low = METAL_DEPTH + PHI_HAFNIA - field * d_i
    to_k = KAPPA * 1e9
    kx = np.linspace(to_k * np.sqrt(low), to_k * np.sqrt(METAL_DEPTH + 1), 1501)
    kp = np.linspace(0.0, to_k * np.sqrt(2.0), 1501)
    ex = (kx / to_k)**2 - METAL_DEPTH
    total = ex[:, None] + (kp[None, :] / to_k)**2
    occupied = 1 / (1 + np.exp(total / (KB_EV * temp)))
    inner = trapezoid(occupied * 2 * np.pi * kp, kp, axis=1)
    velocity = HBAR * kx / M0
    return Q * 2 / (2 * np.pi)**3 * trapezoid(velocity * wkb(ex, field) * inner, kx)


def schroedinger_transmission(field, slices=1000):
    """Transmission at the Fermi level through a finely sliced barrier."""
    right_energy = field * d_i - PHI_HAFNIA
    k_left = KAPPA * np.sqrt(METAL_DEPTH)
    k_right = KAPPA * np.sqrt(MASS * right_energy)
    width = d_i / slices
    psi, flux = 1.0 + 0j, 1j * k_right / MASS
    for j in reversed(range(slices)):
        barrier = PHI_LAYER - field * (j + 0.5) * width
        k = KAPPA * np.sqrt(complex(-MASS * barrier))
        c, s = np.cos(k * width), np.sin(k * width)
        psi, flux = c * psi - MASS * s / k * flux, k * s / MASS * psi + c * flux
    incoming = 0.5 * (psi + flux / (1j * k_left))
    return (k_right / MASS) / k_left / abs(incoming)**2


action_numeric = quad(lambda x: np.sqrt(PHI_LAYER - Ei * x), 0, d_i)[0]
T_wkb = float(wkb(0.0, Ei))
assert abs(np.exp(-2 * KAPPA * np.sqrt(MASS) * action_numeric) / T_wkb - 1) < 1e-7
T_wave = schroedinger_transmission(Ei)
assert 0.1 < T_wave / T_wkb < 10      # WKB omits prefactors of order one to ten
J_room, J_hot = current(Ei, T_ROOM), current(Ei, T_HOT)
assert abs(current_k_space(Ei, T_ROOM) / J_room - 1) < 2e-3
window = Ei * d_i - PHI_HAFNIA
assert window > 0

# Time to lower the field if every tunnelling electron is trapped at the interface
E_TARGET = 2.2
charge_time = quad(lambda f: charge_per_field / current(f, T_ROOM), E_TARGET, Ei)[0]
sheet_target = (E_TARGET - Ei) * charge_per_field
edges = np.linspace(0.0, sheet_target, 201)
stepped_time = sum((a - b) / current(poisson(V, P, (a + b) / 2)[1], T_ROOM)
                   for a, b in zip(edges[:-1], edges[1:]))
assert abs(stepped_time / charge_time - 1) < 1e-2
assert abs(poisson(V, P, sheet_target)[1] - E_TARGET) < 1e-8


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("applied voltage", V, "V")
show("hafnia thickness", d_f, "nm")
show("layer thickness", d_i, "nm")
show("hafnia permittivity", eps_f)
show("layer permittivity", eps_i)
show("polarization", P, "C/m2")
show("polarization, converted", P * 100, "uC/cm2")
show("P/eps0", scaled(P), "V/nm", 5)
show("eps_f V", eps_f * V, "V")
show("P d_f/eps0", scaled(P) * d_f, "V", 5)
show("eps_i V", eps_i * V, "V")
show("P d_i/eps0", scaled(P) * d_i, "V", 5)
show("denominator", DEN, "nm")
show("LAYER FIELD", Ei * 10, "MV/cm")
show("LAYER FIELD, converted", Ei, "V/nm")
show("part from voltage", layer_field(V, 0) * 10, "MV/cm")
show("part from polarization", layer_field(0, P) * 10, "MV/cm")
show("hafnia field", Ef * 10, "MV/cm")
show("voltage across layer", Ei * d_i, "V")
show("voltage across hafnia", Ef * d_f, "V")
show("displacement in layer", EPS0 * eps_i * Ei * 1e9, "C/m2")
show("linear part of D in hafnia", EPS0 * eps_f * Ef * 1e9, "C/m2")
show("layer field, P reversed", layer_field(V, -P) * 10, "MV/cm")
show("hafnia field, P reversed", hafnia_field(V, -P) * 10, "MV/cm")
show("hafnia field at 0 V, P held", hafnia_field(0, P) * 10, "MV/cm")
show("layer field change per 0.01 C/m2", layer_field(0, 0.01) * 10, "MV/cm")
show("rough breakdown field", E_BD * 10, "MV/cm")
show("layer field / breakdown field", Ei / E_BD)
show("interface charge to reach breakdown field", sheet_bd, "C/m2")
show("that charge / P", abs(sheet_bd) / P)
show("electrons in that charge", abs(sheet_bd) / Q * 1e-18, "per nm2", 3)
show("rough coercive field", E_C * 10, "MV/cm")
show("P reached from reverse state at 3 V", p_stall, "C/m2")
show("layer field at that P", layer_field(V, p_stall) * 10, "MV/cm")
show("P left at 0 V", p_left, "C/m2")
show("voltage to reach full P", v_full, "V")
show("rough screening length", SCREEN, "nm")
show("layer field with screening", Ei_screen * 10, "MV/cm")
show("change by screening", (Ei_screen / Ei - 1) * 100, "%", 3)
show("rough barrier into layer", PHI_LAYER, "eV")
show("rough barrier into hafnia", PHI_HAFNIA, "eV")
show("rough tunnelling mass", MASS, "electron masses")
show("rough metal band depth", METAL_DEPTH, "eV")
show("hafnia band below Fermi level", window, "eV", 3)
show("WKB transmission at Fermi level", T_wkb, "", 2)
show("wave transmission / WKB", T_wave / T_wkb, "", 2)
show("room temperature", T_ROOM, "K")
show("tunnel current density, 300 K", J_room * 1e-4, "A/cm2", 2)
show("hot temperature", T_HOT, "K")
show("tunnel current ratio, hot/room", J_hot / J_room, "", 3)
show("target field for charging", E_TARGET * 10, "MV/cm")
show("interface charge at target field", sheet_target, "C/m2", 3)
show("time to target, all electrons trapped", charge_time * 1e12, "ps", 2)
print("all assertions hold")
```

Output:

```
applied voltage: 3 V
hafnia thickness: 9 nm
layer thickness: 1 nm
hafnia permittivity: 30
layer permittivity: 10
polarization: 0.2 C/m2
polarization, converted: 20 uC/cm2
P/eps0: 22.588 V/nm
eps_f V: 90 V
P d_f/eps0: 203.29 V
eps_i V: 30 V
P d_i/eps0: 22.588 V
denominator: 120 nm
LAYER FIELD: 24.44 MV/cm
LAYER FIELD, converted: 2.444 V/nm
part from voltage: 7.5 MV/cm
part from polarization: 16.94 MV/cm
hafnia field: 0.6177 MV/cm
voltage across layer: 2.444 V
voltage across hafnia: 0.5559 V
displacement in layer: 0.2164 C/m2
linear part of D in hafnia: 0.01641 C/m2
layer field, P reversed: -9.441 MV/cm
hafnia field, P reversed: 4.382 MV/cm
hafnia field at 0 V, P held: -1.882 MV/cm
layer field change per 0.01 C/m2: 0.8471 MV/cm
rough breakdown field: 10 MV/cm
layer field / breakdown field: 2.444
interface charge to reach breakdown field: -0.1705 C/m2
that charge / P: 0.8524
electrons in that charge: 1.06 per nm2
rough coercive field: 1 MV/cm
P reached from reverse state at 3 V: 0.1594 C/m2
layer field at that P: 21 MV/cm
P left at 0 V: 0.1063 C/m2
voltage to reach full P: 3.459 V
rough screening length: 0.05 nm
layer field with screening: 19.55 MV/cm
change by screening: -20 %
rough barrier into layer: 3 eV
rough barrier into hafnia: 2 eV
rough tunnelling mass: 0.4 electron masses
rough metal band depth: 5 eV
hafnia band below Fermi level: 0.444 eV
WKB transmission at Fermi level: 0.00021
wave transmission / WKB: 3.6
room temperature: 300 K
tunnel current density, 300 K: 1.7e+05 A/cm2
hot temperature: 358 K
tunnel current ratio, hot/room: 1.01
target field for charging: 22 MV/cm
interface charge at target field: -0.0288 C/m2
time to target, all electrons trapped: 35 ps
all assertions hold
```
